Symmetry-allowed response tensors from magnetic and spin groups

**1. What a plain group average gets wrong**

Take a collinear antiferromagnet with magnetic point group 4'/mmm' and average a conductivity that changes sign with the magnetic order. The average leaves one constant, σ_xx = −σ_yy. It predicts a resistance anisotropy that reverses when all moments are reversed. Within the response theory below, no Hamiltonian can produce it: the reversing part of a conductivity is antisymmetric. The group average is correct but incomplete.

Two other faults lie close by. If primed operations act with the same sign on every part of a tensor, Hall and ohmic responses are mixed. If a magnetic group is used where spin-orbit coupling is absent, spin currents appear that spin rotation symmetry forbids. The cure is to split each response by time-reversal parity, average each part with its own sign, and then add the Onsager conditions.

**2. The response and its two parts**

We use ħ = e = m_e = 1 and electron charge −1. Electrons are independent, the electric field E is uniform and static, and one rate Γ relaxes the density matrix ρ towards equilibrium ρ₀ = f(H), where f is the Fermi function. The force −E follows from the potential energy E·r, so

dρ/dt = −i[H + E·r, ρ] − Γ(ρ − ρ₀).

In the steady state, to first order in E and with δρ = ρ − ρ₀,

Γδρ + i[H,δρ] = −iE·[r,ρ₀].

For Bloch states with phases taken at the true orbital positions, and with position matrix elements between different orbitals neglected, r = i∂_k. Hence [r,ρ₀] = i∂_kρ₀, and the right side is −i·i E·∂_kρ₀ = E·∂_kρ₀.

To differentiate f(H), first take a power H^p. With v = ∂_kH, the product rule gives

∂_kH^p = Σ_a H^a v H^(p−1−a), a = 0,…,p−1.

Between eigenstates n and m, with energies ε_n and ε_m, this is v_nm Σ_a ε_n^a ε_m^(p−1−a) = v_nm(ε_n^p − ε_m^p)/(ε_n − ε_m). Polynomials approximate a smooth f on a bounded spectrum, so

(∂_kρ₀)_nm = F_nm v_nm, F_nm = (f_n − f_m)/(ε_n − ε_m),

with F_nm = f'(ε_n) for equal energies. Since [H,δρ]_nm = ω_nm δρ_nm with ω_nm = ε_n − ε_m, the change of an observable A per unit field along j is

χ_Aj = Σ_nm F_nm A_mn v_j,nm /(Γ + iω_nm),

averaged over the Brillouin zone; densities also carry a division by the cell volume.

Put X_nm = A_mn v_j,nm. Hermiticity gives X_mn = X_nm*. Write 1/(Γ + iω) = (Γ − iω)/(Γ² + ω²). As F is symmetric and ω antisymmetric in n,m, the products Γ Im X and ω Re X cancel between the pairs nm and mn. What remains is real, χ = χᴿ + χᴵ:

χᴿ = Σ F_nm Γ Re X_nm/(Γ² + ω_nm²),
χᴵ = Σ (f_n − f_m) Im X_nm/(Γ² + ω_nm²).

Terms of χᴿ with ω = 0 grow as 1/Γ. Terms of χᴵ approach a limit independent of Γ when the contributing energy differences stay finite.

Three outputs are treated: the charge current −v_i, the spin current {S_a,v_i}/2 with S = σ/2, and the torque i[S_a,H_ex] exerted by the electrons on the magnetization through the exchange term H_ex. The spin current is not multiplied by the charge.

**3. Time reversal and Onsager relations**

Let T be time reversal and H' = THT⁻¹. If A' is the observable built from H', then TAT⁻¹ = ε_A A' with ε_A = ±1. For the velocity, v = i[H,r]; T changes the sign of i and leaves r alone, so ε_v = −1. The spin is odd, so the spin current has ε_A = +1. For the torque,

T i[S,H_ex]T⁻¹ = −i[−S,H_ex'] = +i[S,H_ex'],

and ε_A = +1.

An antiunitary operator conjugates matrix elements and preserves energies. Hence X becomes ε_Aε_v X*. The real part acquires ε_Aε_v, the imaginary part −ε_Aε_v:

charge current: χᴿ even, χᴵ odd;
spin current and torque: χᴿ odd, χᴵ even.

"Even" and "odd" always refer to H → H', which reverses the magnetic order and leaves the crystal unchanged.

Now let a general operator B replace v_j and call the result K_AB. In K_BA the product is B_mn A_nm. Renaming n ↔ m restores A_mn B_nm and reverses ω, so K_BA = Kᴿ_AB − Kᴵ_AB. Time reversal gives K_AB[H'] = ε_Aε_B(Kᴿ_AB − Kᴵ_AB). Together,

K_AB[H'] = ε_Aε_B K_BA[H].

For the conductivity, output and drive are both velocities, and σ_ij[H'] = σ_ji[H]. The even part is therefore symmetric and the odd part antisymmetric. For spin currents and torques the relation connects a direct effect with its inverse, a different tensor; by itself it does not restrict the direct one.

**4. The projector**

A symmetry element is g = (W,θ,R). R acts on positions, W is a proper rotation of the spins, and θ = 1 if time reversal is included, otherwise θ = 0. Translations drop out because the field and the measured averages are uniform.

Rotating the crystal and the field together rotates the output. This multiplies the list of tensor components by

D(g) = R⊗R for charge current,
D(g) = W⊗R⊗R for spin current,
D(g) = W⊗R for torque.

Time reversal multiplies the part of parity η = ±1 by η. If g leaves H unchanged, then

χ^η = η^θ D(g)χ^η.

Define, for a group G of |G| elements,

P_η = |G|⁻¹ Σ_g η^θ D(g).

An allowed tensor satisfies P_ηχ = χ, since every term returns χ. Conversely, multiplying P_η by η^θ D(h) merely permutes the sum, so anything of the form P_ηy is invariant. The same relabelling gives P_η² = P_η. Its eigenvalues are 0 and 1, and the number of independent constants is Tr P_η.

For the conductivity, let Q exchange the two indices. Q commutes with R⊗R, so the full projector is P_η(1 + ηQ)/2.

In a magnetic group, spin-orbit coupling locks spins to the lattice, and spin is an axial vector, so W = det(R)R. In a spin group W may be chosen independently of R. For two sublattices with moments ±n along a common axis, let s(R) = +1 if R keeps the sublattices and −1 if it exchanges them. Both kinds of group follow from one condition:

(−1)^θ W n = s(R)n.

A ferromagnet has s = +1 throughout.

**5. A count by hand**

Let the parent group be 4/mmm and let s(R) be the sign that the product xy acquires under R. This describes a d-wave altermagnet: the sublattices are related by a fourfold rotation, but not by inversion or a translation.

Take n along z with spin-orbit coupling. The rotation C4z keeps the z component of an axial vector but exchanges sublattices, so θ = 1. The rotations about x and y reverse it and exchange sublattices, so θ = 0. Those about the diagonals reverse it and keep sublattices, so θ = 1. The group is 4'/mmm'. For charge, Tr D = (Tr R)²:

identity: 9
C2z: 1
two C4z: 1 each, θ = 1
two rotations about x, y: 1 each
two rotations about diagonals: 1 each, θ = 1

Inversion changes neither (Tr R)² nor θ and doubles every entry. The even count is 2(9 + 1 + 2 + 2 + 2)/16 = 2. The odd count is 2(9 + 1 − 2 + 2 − 2)/16 = 1.

The odd constant can be identified. C4z turns σ_xx into σ_yy, and the sign of θ = 1 gives σ_xx = −σ_yy. It also gives σ_zz = −σ_zz = 0, and the mirror x → −x, which has θ = 0, removes σ_xy. The surviving tensor is symmetric, so the Onsager condition removes it. There is no linear Hall effect for this orientation.

For n along x, C4z would turn x into y and drops out of the group. The group becomes m'mm'. The average leaves σ_xz and σ_zx independent; Onsager sets σ_xz = −σ_zx. A Hall effect in the xz plane is now allowed, although the two sublattice moments along x are opposite. The same group allows a net moment along y, so for this orientation symmetry does not enforce exact compensation.

**6. Without spin-orbit coupling**

A collinear magnet then has symmetry elements that act on spin alone: all rotations about n, and time reversal combined with a half-turn about an axis perpendicular to n.

The continuous rotations need not be integrated numerically. For n = z, the mean of the identity and the half-turn about n is [1 + diag(−1,−1,1)]/2 = diag(0,0,1), the same as the mean over all angles. This suffices because the tensors contain spin linearly; a tensor with two spin indices would need more rotations.

The remaining spin-only element has R = 1 and θ = 1. It gives σ = −σ for the odd conductivity, which vanishes. For the component along n, W contributes −1, so an even spin conductivity equals minus itself, while an odd one is multiplied by (−1)(−1) = 1. Only the odd one survives.

For the altermagnet with n = z, write T_zij for spin z, current i and field j. The mirror x → −x exchanges sublattices. With θ = 0 its W reverses S_z, so T_zxx = −T_zxx = 0, while T_zxy acquires (−1)(−1) = 1. The fourfold rotation, again with reversed spin, gives T_zxy = T_zyx and T_zzz = 0. One constant remains.

Conservation of S_z adds a condition that the group does not contain. In a channel with S_z = ±1/2 the spin current is S_z v_i. The odd part is χᴿ, built from Re(v_i,mn v_j,nm), and exchanging i and j conjugates this product, leaving its real part unchanged. Hence T_zij is symmetric in i and j. In a 4/m ferromagnet without spin-orbit coupling this removes T_zxy = −T_zyx and reduces the odd count from 3 to 2.

**7. The algorithm and its errors**

1. Generate the parent point group by multiplying generators until no new matrix appears.
2. Select the elements (W,θ,R) by the moment condition.
3. Form P_η for each output and parity.
4. For the charge current, apply (1 + ηQ)/2. For the current of a conserved spin component, apply (1 − ηQ)/2 to the two spatial indices: there the odd part is symmetric and the even part antisymmetric.
5. Read off the constants. For tetragonal axes D is a signed permutation, and each nonzero column of P lists a set of components equal up to sign. For hexagonal axes, take a basis of eigenvectors with eigenvalue 1.

The projector also serves as an error filter. The matrices D are orthogonal, so transposing P replaces each g by its inverse and leaves the sum unchanged: P is symmetric. Let a computed tensor be χ + δ, with χ allowed and δ the error. Then

‖P(χ + δ) − χ‖ = ‖Pδ‖ ≤ ‖δ‖,
‖(1 − P)(χ + δ)‖ = ‖(1 − P)δ‖ ≤ ‖δ‖.

Projection does not increase the error in this norm. The symmetry residual in the second line is a lower limit on the error, never an upper one: errors that respect the symmetry are invisible to it. For independent component errors of zero mean and variance s², the mean of ‖Pδ‖² is s² Tr P. With two constants among nine components, 2/9 of the mean squared error remains.

Roundoff enters through F_nm at nearly equal energies, where two almost equal numbers are subtracted. Put a_n = (ε_n − μ)/(2k_BT), with μ the chemical potential, and x = a_n − a_m. From f = (1 − tanh a)/2 and tanh a_n − tanh a_m = sinh x/(cosh a_n cosh a_m),

F_nm = −(sinh x/x)/(4k_BT cosh a_n cosh a_m).

This has no cancellation from subtracting occupations. Replacing sinh x/x by 1 for |x| < 10⁻⁶ makes a relative error of about x²/6, below 2×10⁻¹³.

The k mesh should be invariant under the point group and under k → −k, because time reversal reverses k. The symmetry-related contributions then cancel in groups at any mesh density, so forbidden components vanish to roundoff even on a coarse mesh. Allowed components still need convergence.

**8. Are the allowed constants really present?**

Symmetry supplies necessary conditions. To test whether they also suffice, random Hamiltonians with one s and three p orbitals per site were averaged over each of six groups, and twelve responses were computed per group. Every tensor lay in the image of the final projector within 10⁻¹⁰ in model units. The rank of the twelve tensors, with singular values below 10⁻⁸ discarded, equalled the trace in every case. For these groups, then, no constant is missing and none is superfluous. The allowed forms are listed in the numerical output; there zxy means T_zxy, and "elements used" is the number of elements averaged over. For the spin groups, this is a finite set that replaces the continuous spin rotations.

The response formula was also compared with a direct solution of the density-matrix equation at one k point. The largest difference was 4.8×10⁻⁹ in model units, with ∂_kρ₀ taken by finite differences. The parity split was tested by explicitly reversing H, and the Onsager relation by computing a spin-current response and its inverse.

**9. An altermagnet in numbers**

Let τ be the Pauli matrices for the sublattices and measure k in units of 1/a. With c_i = cos(k_i/2) and s_i = sin(k_i/2),

H = −2t₀(cos k_x + cos k_y + cos k_z) + t_x c_x c_y c_z τ_x
 + t_d sin k_x sin k_y τ_z + λ τ_y g·σ − J τ_z n·σ,

g = (s_z s_x c_y, −s_z s_y c_x, c_x c_y c_z(cos k_x − cos k_y)).

The round parameters are a = c = 8 bohr and, in hartree, t₀ = 0.01, t_x = 0.04, t_d = 0.02, J = 0.05, Γ = 0.01, k_BT = 0.005 and μ = −0.06. The spin-orbit strength λ is 0 or 0.01 hartree.

For λ = 0, n = z and spin s = ±1 the bands are

ε = −2t₀(cos k_x + cos k_y + cos k_z) ± [t_x²c_x²c_y²c_z² + (t_d sin k_x sin k_y − sJ)²]^½.

The expressions under the root differ between the spins by −4t_dJ sin k_x sin k_y. The splitting needs both the exchange J and the unequal sublattice surroundings t_d, and it changes sign between adjacent quadrants of the k_x,k_y plane.

The computed conductivity is σ_xx = 0.1143 a.u., or 5.26×10⁵ S/m. The separately computed spin channels give σ_xy = +0.00814 a.u. for spin up and −0.00814 a.u. for spin down. These cancel in the charge current. In the spin current, S_z is ±1/2 and the electron charge supplies a minus sign:

T_zxy = −[0.00814 − (−0.00814)]/2 = −0.00814 a.u.

The charge-to-spin ratio is 2 × 0.00814/0.1143 = 0.142. A field along [110] shows its meaning. Each channel has half of σ_xx, and its conductivity along the field is 0.0571 ± 0.0081 a.u., that is, 0.0653 for spin up and 0.0490 for spin down. The current that flows along the field is therefore spin-polarized, with the spins along z. For a field along x the same tensor gives a transverse spin current without a transverse charge current.

With λ = 0.01 hartree and n along z, the largest odd conductivity is 1.4×10⁻¹⁷ a.u., which is roundoff. Turning n to x gives σ_zx = −1.36×10⁻³ a.u., or −6.3×10³ S/m. This is 1.2 percent of the σ_xx found without spin-orbit coupling. The value is not yet the Γ-independent limit: it is −0.81×10⁻³ a.u. at Γ = 0.02 and −1.89×10⁻³ a.u. at Γ = 0.002 hartree. The chosen Γ (0.27 eV) and k_BT (about 1580 K) are large; they smooth the mesh sums and do not describe a particular material. With n along x but λ = 0, the Hall response vanished in the test: a suitable moment direction and spin-orbit coupling are both needed here.

Going from a 22³ to a 28³ mesh changed σ_xx, T_zxy and σ_zx by relative amounts of 5×10⁻⁶, 7×10⁻⁵ and 1.2×10⁻⁴. The forbidden Hall component was at roundoff all the same, as the symmetry of the mesh requires: symmetry residuals do not measure mesh errors. Nor do mesh changes measure the error of the model, whose single rate Γ ignores the details of scattering.

**10. Torque in a Rashba ferromagnet**

Inversion without time reversal forbids a torque on the total magnetization: it has W = 1 and R = −1, so W⊗R = −1. A ferromagnet has s = +1, which gives inversion θ = 0, so its crystal must lack inversion symmetry. If inversion instead exchanges antiparallel sublattices, it has θ = 1, and an odd torque can survive. Consider a square lattice with magnetization m = ±z:

H = −2t(cos k_x + cos k_y) + α(sin k_x σ_y − sin k_y σ_x) − J m·σ.

Its group is 4m'm'. The average allows an even torque τ_xy = −τ_yx and odd torques τ_xx = τ_yy and τ_zz. The last is absent here for two reasons. Electrons in this layer have no velocity along z, so a field along z drives nothing. The form of the exchange term also excludes any torque along m: from [σ_a,σ_b] = 2iε_abc σ_c,

i[S_a, −J m_bσ_b] = J ε_abc m_bσ_c = J(m×σ)_a,

which is perpendicular to m. Exchange whose direction in spin space varies between orbitals need not obey this second restriction, and in the random models of this group τ_zz does occur.

For a = 8 bohr and, in hartree, t = 0.05, α = 0.02, J = 0.02, Γ = k_BT = 0.005 and μ = −0.15, the results with m = +z are τ_xx = τ_yy = −1.402 and τ_xy = −τ_yx = 0.121 e·bohr per cell. Since z×(z×E) = −E for an in-plane field, and z×[z×(z×E)] = −z×E, they combine into

τ = 1.402 m×(z×E) + 0.121 m×[m×(z×E)].

The first term is field-like and odd in m, the second damping-like and even. Reversing m changed τ_xx to +1.402 and left τ_xy at 0.121, as their parities demand. The even torque is 8.6 percent of the odd one for these parameters; the ratio grows roughly in proportion to Γ (4.3 percent at Γ = 0.0025, 17 percent at 0.01 hartree). The size of the even term is a property of the relaxation model. The single rate Γ relaxes spin as well as momentum, whereas spin-independent impurities conserve spin in each collision. If ρ relaxes instead towards f(H + h·σ), with the uniform field h chosen so that collisions leave the total spin unchanged, the same parameters give τ_xx = −1.81 and τ_xy = −0.006 e·bohr per cell. The forms and parities stay, but the damping-like term nearly disappears, so 0.121 should not be read as a prediction for a disordered Rashba ferromagnet.

**11. Where the forms cease to apply**

The tensors describe a single magnetic domain in a weak, uniform field. Terms of higher order in E need more factors of R and their own parity analysis. At a surface, only operations that preserve the surface may be kept. Noncollinear order requires the moment condition site by site instead of one sign s(R). One sign per R also fails when a pure translation exchanges the sublattices, as in the model of section 9 with t_d = λ = 0. Then R = 1 occurs with s = −1 as well, time reversal combined with that translation adds the element W = 1, θ = 1, R = 1, and all odd parts vanish. Spin-group forms hold for vanishing spin-orbit coupling; at finite coupling the magnetic group decides what may appear, and the extra components must be calculated to learn their size.

Numbers as computed

```
Allowed forms; constants: group average -> with Onsager; unlisted parts vanish
[magnetic 4m'm', M||z] elements used: 8
 charge even 2->2: xx=yy, zz
 charge odd 1->1: xy=-yx
 spin even 3->3: xyz=-yxz, xzy=-yzx, zxy=-zyx
 spin odd 4->4: xxz=yyz, xzx=yzy, zxx=zyy, zzz
 torque even 1->1: xy=-yx
 torque odd 2->2: xx=yy, zz
[magnetic 4/m, M||z] elements used: 8
 charge even 3->2: xx=yy, zz
 charge odd 3->1: xy=-yx
 spin even 7->7: xxz=yyz, xyz=-yxz, xzx=yzy, xzy=-yzx, zxx=zyy, zxy=-zyx, zzz
 spin odd 7->7: xxz=yyz, xyz=-yxz, xzx=yzy, xzy=-yzx, zxx=zyy, zxy=-zyx, zzz
[magnetic 4'/mmm', altermagnet n||z] elements used: 16
 charge even 2->2: xx=yy, zz
 charge odd 1->0: none
 spin even 3->3: xyz=-yxz, xzy=-yzx, zxy=-zyx
 spin odd 3->3: xyz=yxz, xzy=yzx, zxy=zyx
[magnetic m'mm', altermagnet n||x] elements used: 8
 charge even 3->3: xx, yy, zz
 charge odd 2->1: xz=-zx
 spin even 6->6: xyz, xzy, yxz, yzx, zxy, zyx
 spin odd 7->7: xxy, xyx, yxx, yyy, yzz, zyz, zzy
[spin group, altermagnet n||z] elements used: 64
 charge even 2->2: xx=yy, zz
 spin odd 1->1: zxy=zyx
[spin group, 4/m ferromagnet M||z] elements used: 32
 charge even 3->2: xx=yy, zz
 spin odd 3->2: zxx=zyy, zzz
Density-matrix check, largest difference: 4.8e-09 (model units)
Altermagnet: a=c=8.0 bohr; t0=0.01, tx=0.04, td=0.02, J=0.05, soc=0.01 hartree
 Gamma=0.01, kT=0.005, mu=-0.06 hartree; mesh 28^3
 no soc, n||z: sigma_xx = 0.11428 a.u. = 5.2566e+05 S/m
 no soc, n||z: spin-up sigma_xy = 0.008138 a.u.
 no soc, n||z: spin-down sigma_xy = -0.008138 a.u.
 no soc, n||z: spin conductivity z,xy = -0.008138 a.u.
 charge-to-spin ratio 2|spin z,xy|/sigma_xx = 0.1424
 soc, n||z: largest odd charge conductivity = 1.4e-17 a.u.
 soc, n||x: odd sigma_zx = -1.3633e-03 a.u. = -6.271e+03 S/m
 relative changes from mesh 22^3 (sigma_xx, spin, Hall): 5.3e-06, 6.9e-05, 1.2e-04
Rashba ferromagnet: a=8.0 bohr; t=0.05, alpha=0.02, J=0.02 hartree
 Gamma=0.005, kT=0.005, mu=-0.15 hartree; M||+z; mesh 128^2
 odd torque xx = -1.40233e+00, yy = -1.40233e+00 e*bohr per cell
 even torque xy = 1.20826e-01, yx = -1.20826e-01 e*bohr per cell
 M||-z: odd xx = 1.40233e+00, even xy = 1.20826e-01 e*bohr per cell
```
